# Electron density of a monolayer with fourfold degenerate parabolic bands

## The problem

The conduction electrons of a monolayer move freely in the plane and have no freedom of motion perpendicular to it. Near the bottom of the conduction band, their energy grows with the square of the wave vector, equally in all directions. The band mass is 0.5 times the free-electron mass, and each wave vector offers four states of equal energy. The Fermi energy lies 50 meV above the band edge. What is the number of electrons per square centimetre at zero temperature?

Three points in this wording need to be fixed.

- The degeneracy $g=4$ is the total number of states per wave vector, for example two spin directions times two valleys. (A valley is one of several separate minima of the band. The wave vector of an electron is then measured from the minimum of its own valley.) If the four counted valleys alone, spin would make $g=8$ and the density would double.
- The Fermi energy $E_F$ is measured from the band edge, so it is the largest kinetic energy of any electron in the band.
- The electrons are treated as independent particles in the given band. Interactions enter only so far as the given mass and Fermi energy already contain them.

The calculation uses Rydberg atomic units, in which $\hbar=1$ and the free-electron mass is $m_e=1/2$. Lengths are in Bohr radii $a_0$ and energies in rydbergs (Ry). The benefit is that $\hbar^2/2m_e=1$. Write the band mass as $m=\mu m_e$ with the pure number $\mu=0.5$. The energy of an electron with wave vector $\mathbf k$ is then

$$E=\frac{\hbar^2k^2}{2m}=\frac{1}{\mu}\,\frac{\hbar^2k^2}{2m_e}=\frac{k^2}{\mu}.$$

The number 0.5 for $\mu$ is a property of this band, while the value $1/2$ of $m_e$ belongs to the units. In these units the band mass itself is $m=0.5\times 0.5=0.25$.

## A first estimate by scaling

The density is an inverse area. With $\hbar^2/2m_e=1$, an energy has the dimension of an inverse length squared, so $\mu E_F$ is an inverse area too. The occupied states are those with $k^2/\mu\le E_F$, that is, $k^2\le\mu E_F$, so the mass and the Fermi energy affect the density through this product alone. The $g$ bands are identical and independent, so each contributes the same amount. Therefore

$$n=C\,g\,\mu E_F,$$

where $C$ is a pure number that dimensional reasoning cannot supply.

The Pauli principle gives a rough value of $C$. Electrons of the same kind, meaning the same spin and valley, cannot share a state. To give each of them a patch of its own, waves are needed that vary over the size of the patch. The shortest wavelength available is that of the fastest electrons,

$$\lambda_F=\frac{2\pi}{k_F},\qquad k_F=\sqrt{\mu E_F},$$

where $k_F$ follows from $k_F^2/\mu=E_F$. Allowing one electron of each kind per square of side $\lambda_F$ gives

$$n_{\rm est}=\frac{g}{\lambda_F^2}=\frac{g\,k_F^2}{4\pi^2}=\frac{g\,\mu E_F}{4\pi^2}.$$

For the numbers, the Fermi energy is first converted with 1 Ry = 13.6057 eV:

$$E_F=\frac{0.0500}{13.6057}\ \text{Ry}=0.003675\ \text{Ry}.$$

The Fermi wave vector and wavelength are

$$k_F=\sqrt{0.5\times0.003675}\;a_0^{-1}=0.04287\;a_0^{-1},\qquad \lambda_F=\frac{6.283}{0.04287}\,a_0\approx 147\,a_0 .$$

The estimated density is

$$n_{\rm est}=\frac{4\times(0.04287)^2}{4\pi^2}\,a_0^{-2}\approx1.86\times10^{-4}\,a_0^{-2}.$$

One Bohr radius is $5.29177\times10^{-9}$ cm, so $a_0^2=2.800\times10^{-17}\ \text{cm}^2$, and the estimate becomes about $6.6\times10^{12}\ \text{cm}^{-2}$. The scaling with $g$, $\mu$ and $E_F$ is reliable within the model. The prefactor is a guess, and the exact count must settle it.

## The exact solution

**Allowed wave vectors.** Take a square piece of the layer with side $L$ and impose periodic boundary conditions. A plane wave $e^{i(k_xx+k_yy)}$ must return to its value when $x$ or $y$ grows by $L$. This requires $e^{ik_xL}=1$ and $e^{ik_yL}=1$, hence

$$k_x=\frac{2\pi}{L}n_x,\qquad k_y=\frac{2\pi}{L}n_y,\qquad n_x,n_y=0,\pm1,\pm2,\dots$$

The allowed wave vectors form a square lattice in the $k$-plane, with one point per area $(2\pi/L)^2$.

**Filling.** At zero temperature the electrons occupy the states of lowest energy. All states with $E\le E_F$ are full and the others are empty. Since $E=k^2/\mu$, the condition reads $k^2\le\mu E_F=k_F^2$. The occupied wave vectors fill a disk of radius $k_F$, and each holds $g$ electrons.

**Counting.** In terms of the integers, the condition is $n_x^2+n_y^2\le R^2$ with $R=k_FL/2\pi$. Let $N$ be the number of integer points that satisfy it. The natural approximation is the area of the disk, $N\approx\pi R^2$, and its error can be bounded.

Centre a unit square on every integer point. No part of such a square is farther from its centre than half the diagonal, $1/\sqrt2$. The squares of the $N$ counted points therefore lie inside a circle of radius $R+1/\sqrt2$. Conversely, take any location within $R-1/\sqrt2$ of the origin. It belongs to the square of some integer point at most $1/\sqrt2$ away, so that point is within $R$ of the origin and has been counted. The total area of the counted squares is $N$, and for $R\ge1/\sqrt2$ it follows that

$$\pi\left(R-\tfrac{1}{\sqrt2}\right)^2\le N\le\pi\left(R+\tfrac{1}{\sqrt2}\right)^2 .$$

Expanding the squares gives $R^2\mp\sqrt2R+\tfrac12$, so

$$|N-\pi R^2|\le\pi\left(\sqrt2R+\tfrac12\right),\qquad \frac{|N-\pi R^2|}{\pi R^2}\le\frac{\sqrt2}{R}+\frac{1}{2R^2}.$$

The possible miscount grows at most like the perimeter of the disk, while the count grows like its area. Because $R$ is proportional to $L$, the relative error vanishes for a large sample.

**Density.** The sample contains $gN$ electrons on the area $L^2$. In the limit of large $L$,

$$n=\frac{gN}{L^2}\;\to\;\frac{g}{L^2}\,\pi\left(\frac{k_FL}{2\pi}\right)^2=\frac{g\,k_F^2}{4\pi}.$$

The side $L$ has cancelled, as it must for a density. Inserting $k_F^2=\mu E_F$ gives

$$\boxed{\,n=\frac{g\,\mu\,E_F}{4\pi}\,}$$

In general units $k_F^2=2mE_F/\hbar^2$, and the same line reads

$$n=\frac{g}{4\pi}\,\frac{2mE_F}{\hbar^2}=\frac{g\,m\,E_F}{2\pi\hbar^2}.$$

Setting $\hbar=1$ and $m=\mu/2$ recovers the boxed form. Putting $m=0.5$ here instead of $m=0.25$, while keeping $E_F$ in rydbergs, would give twice the correct density.

**Numbers.** It is convenient to calculate the density of states first. This is the number of states per energy and area:

$$D=\frac{dn}{dE_F}=\frac{g\mu}{4\pi}=\frac{4\times0.5}{4\pi}=0.15915\ \text{Ry}^{-1}a_0^{-2}.$$

It does not depend on energy, so the density is a simple product:

$$n=D\,E_F=0.15915\times0.003675\;a_0^{-2}=5.849\times10^{-4}\,a_0^{-2}.$$

Dividing by the area $a_0^2$ in square centimetres gives the answer:

$$n=\frac{5.849\times10^{-4}}{2.800\times10^{-17}\ \text{cm}^2}\approx2.1\times10^{13}\ \text{cm}^{-2}.$$

**A direct count.** The formula can be checked by counting lattice points one by one, as listed in the numerical output. For $L=2000\,a_0$ the disk contains 593 allowed wave vectors, while the area formula predicts $nL^2/g=585$. The count is 1.4 % above the prediction. Here $R\approx13.6$, and the bound permits a deviation of up to about 11 %. For $L=20\,000\,a_0$ the count gives $5.8481\times10^{-4}\,a_0^{-2}$, which differs from the formula by about one part in ten thousand. A separate count in SI units, for a square of side 10 micrometres, gives $2.089\times10^{13}\ \text{cm}^{-2}$ and so also confirms the conversion of units.

The constancy of $D$ was tested in the largest square, with $L=200\,000\,a_0$. The range from the band edge to $E_F$ was cut into four equal slices. Rounded to five decimals, the counted densities of states are 0.15915 or 0.15916 $\text{Ry}^{-1}a_0^{-2}$.

## Comparison of the two

The estimate and the exact result have the same dependence on $g$, $\mu$ and $E_F$. Their ratio is

$$\frac{n}{n_{\rm est}}=\frac{g\mu E_F/4\pi}{g\mu E_F/4\pi^2}=\pi .$$

The numbers agree with this: $5.849/1.862\approx3.14$. The factor has a geometrical origin. Written with the lattice cell $(2\pi/L)^2$, the two densities are

$$n_{\rm est}=\frac{g}{(2\pi)^2}\,k_F^2,\qquad n=\frac{g}{(2\pi)^2}\,\pi k_F^2 .$$

The estimate amounts to filling a square of side $k_F$ in the $k$-plane. The true filled region is a disk of radius $k_F$, whose area is $\pi$ times larger. Put differently, a square of side $\lambda_F$ holds $\pi$ electrons of each kind on average, and $4\pi\approx12.6$ electrons in all.

For a parabolic band, linear growth with $E_F$ is a mark of two dimensions. In $d$ dimensions the filled region has a volume proportional to $k_F^d$, and $k_F\propto E_F^{1/2}$, so $n\propto E_F^{d/2}$. For $d=2$ the exponent is one. Doubling the Fermi energy of this monolayer doubles its density, as long as the band remains parabolic and no higher band or valley is reached.

## When the temperature is not zero

Zero temperature is a good approximation when the thermal energy $k_BT$ is small compared with $E_F$. Which quantity shifts with temperature, the density or the chemical potential, depends on what is held fixed.

**Fixed chemical potential.** Suppose a reservoir holds the chemical potential at $E_F=50$ meV. Each state of energy $E$ is then occupied with the probability

$$f(E)=\frac{1}{e^{y}+1},\qquad y=\frac{E-E_F}{k_BT},$$

and the density is $n(T)=D\int_0^\infty f\,dE$. Multiplying the numerator and denominator of $f$ by $e^{-y}$ shows that it is a derivative:

$$\frac{1}{e^y+1}=\frac{e^{-y}}{1+e^{-y}}=-\frac{d}{dy}\ln\left(1+e^{-y}\right).$$

With $dE=k_BT\,dy$ and the lower limit $y=-E_F/k_BT$,

$$n(T)=D\,k_BT\left[-\ln(1+e^{-y})\right]_{-E_F/k_BT}^{\infty}=D\,k_BT\,\ln\left(1+e^{E_F/k_BT}\right).$$

The upper limit contributes $\ln 1=0$. Taking the factor $e^{E_F/k_BT}$ out of the logarithm and dividing by $n(0)=DE_F$ gives

$$\frac{n(T)}{n(0)}=1+t\,\ln\left(1+e^{-1/t}\right),\qquad t=\frac{k_BT}{E_F}.$$

For small $t$ the correction is approximately $t\,e^{-1/t}$, which is exponentially small. The reason is a near-perfect balance. The Fermi function satisfies $f(E_F+\varepsilon)=1-f(E_F-\varepsilon)$, and $D$ is constant. Electrons added at a distance $\varepsilon$ above $E_F$ therefore match those missing at the same distance below. The balance ends at $\varepsilon=E_F$, where the band edge is reached. The electrons above $2E_F$ have no missing partners, and they form the whole correction.

At 3 K, $t=0.0052$ and the ratio is 1.0000 to the digits given. At 300 K, $t=0.517$, and the formula gives

$$\frac{n(T)}{n(0)}=1+0.517\times\ln\left(1+e^{-1.934}\right)\approx1.07 .$$

The density is 7 % above its zero-temperature value, although $k_BT$ is already half of $E_F$. In the opposite limit, $k_BT\gg E_F$, the expansion $\ln(1+e^{x})\approx\ln2+x/2$ with $x=E_F/k_BT$ gives $n(T)\approx D\,k_BT\ln2+DE_F/2$. The first term dominates, but slowly: at $k_BT=10E_F$ the second term still adds 7 % to it. The density is then set by the temperature, provided that the band is parabolic over several $k_BT$.

**Fixed number of electrons.** If the layer is isolated, $n$ stays at its zero-temperature value and the chemical potential $\zeta$ moves instead. Replacing $E_F$ by $\zeta$ in the logarithm and demanding $n(T)=DE_F$ gives

$$k_BT\ln\left(1+e^{\zeta/k_BT}\right)=E_F\quad\Rightarrow\quad \zeta=k_BT\ln\left(e^{E_F/k_BT}-1\right).$$

At 300 K this is $\zeta/E_F=0.517\times\ln(e^{1.934}-1)\approx0.92$, so the chemical potential falls from 50 meV to about 46 meV.

## When the bands are not identical

The result relies on four bands with a common edge and a common isotropic mass. Two departures can be treated with the same count.

**Split band edges.** Suppose that two of the four bands start at an energy $\Delta$ above the other two, with the same mass. Electrons in the upper pair have at most the kinetic energy $E_F-\Delta$. For $0\le\Delta\le E_F$ the contributions add to

$$n=\frac{2\mu}{4\pi}E_F+\frac{2\mu}{4\pi}(E_F-\Delta)=\frac{4\mu E_F}{4\pi}\left(1-\frac{\Delta}{2E_F}\right).$$

A splitting of 20 meV reduces the density by the factor $1-20/100=0.8$, to about $1.7\times10^{13}\ \text{cm}^{-2}$. For $\Delta\ge E_F$ the upper pair is empty, and half the original density remains.

**Different masses along two axes.** If $E=k_x^2/\mu_x+k_y^2/\mu_y$, the filled region is an ellipse with semi-axes $\sqrt{\mu_xE_F}$ and $\sqrt{\mu_yE_F}$. Its area is $\pi\sqrt{\mu_x\mu_y}\,E_F$ instead of $\pi\mu E_F$. The density formula keeps its form, with $\mu$ replaced by $\sqrt{\mu_x\mu_y}$.

If the energy departs appreciably from a quadratic law below $E_F$, the mass at the band edge generally no longer gives the right density. The density is then still $g/(2\pi)^2$ times the area of the filled region in the $k$-plane, but that area must be found from the actual band.

## Computed values

```
INPUT
band mass / free-electron mass        = 0.5
total degeneracy (spin included)      = 4
Fermi energy                          = 50.0 meV
Rydberg energy                        = 13.6057 eV
Bohr radius                           = 5.29177e-09 cm
RESULT OF THE FORMULA
Fermi energy                          = 0.003675 Ry
Fermi wave vector                     = 0.04287 1/a0
density of states                     = 0.15915 1/(Ry a0^2)
electron density                      = 5.8488e-04 1/a0^2
electron density                      = 2.089e+13 1/cm^2
COUNT OF PLANE WAVES IN A PERIODIC SQUARE
side     2000 a0: allowed k in disk = 593, density = 5.9300e-04 1/a0^2
side    20000 a0: allowed k in disk = 58481, density = 5.8481e-04 1/a0^2
side   200000 a0: allowed k in disk = 5848857, density = 5.8489e-04 1/a0^2
density of states in four energy slices, 1/(Ry a0^2):
  0.15915  0.15915  0.15916  0.15915
SI count, side 10 micrometres: density = 2.089e+13 1/cm^2
FIXED CHEMICAL POTENTIAL, FINITE TEMPERATURE
T =   3.0 K: k_B T / E_F = 0.0052, n(T)/n(0) = 1.0000
T = 300.0 K: k_B T / E_F = 0.5170, n(T)/n(0) = 1.0698
```
